# Read's Depletion Cylinder Around a Charged Dislocation

## One electron every four nanometres

Consider a straight dislocation in an n-type semiconductor. Along its core it holds one extra electron every $d=4$ nm, and the surrounding crystal contains $N=10^{21}\ \mathrm{m^{-3}}$ ionized donors, each with charge $+e$. What volume of crystal is needed to neutralize the line?

Cut the crystal into slices of thickness $d$ perpendicular to the line. Each slice contains one trapped electron, so it must supply one donor charge on average. One donor occupies a mean volume $1/N=10^{-21}\ \mathrm{m^3}$. If the conduction electrons have left a circular region around the line, its area is

$$
\pi R^2=\frac{1}{Nd}=\frac{10^{-21}\ \mathrm{m^3}}{4\times10^{-9}\ \mathrm{m}}
=2.5\times10^{-13}\ \mathrm{m^2},
$$

and therefore $R=2.82\times10^{-7}\ \mathrm{m}=282$ nm. The region is wide because donors are sparse compared with the charges on the line.

In general, let the core have acceptor-like sites at spacing $a$, of which a fraction $f$ each hold one extra electron. The charged sites are then $d=a/f$ apart on average, and the count gives Read's radius,

$$
\boxed{R=\sqrt{\frac{1}{\pi Nd}}=\sqrt{\frac{f}{\pi aN}}}. \tag{1}
$$

Here $N=N_D-N_A$ is the net density of ionized dopants. The occupation $f$ is taken as given; finding it requires the core level and the Fermi level. In p-type material with a positively charged line all signs reverse, and $N=N_A-N_D$.

The count presumes that the electrons leave a circular region completely and remain undisturbed outside it. The first derivation below adopts this picture and finds its field. The second starts from mobile electrons in thermal equilibrium and finds when the picture holds.

## First derivation: Gauss's law with a sharp edge

Let the line be long, straight and isolated, in a medium of uniform, isotropic permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. Its mean charge per unit length is

$$
\lambda=-\frac{e}{d}=-\frac{ef}{a}.
$$

The dopants are treated as a uniform background, and holes are neglected. An electron has potential energy $-e\phi$, which is raised near the negative line, so conduction electrons are driven away. The depletion approximation idealizes the result as

$$
\rho(r)=\begin{cases}eN,& r<R,\\ 0,& r>R,\end{cases}
$$

where $r$ is the distance from the line and $R$ is still unknown.

Apply Gauss's law to a coaxial cylinder of radius $r<R$ and unit length. By symmetry the field is radial, so there is no flux through the end faces. The flux of $\varepsilon E_r$ through the side equals the enclosed charge:

$$
2\pi r\,\varepsilon E_r=-\frac{e}{d}+eN\pi r^2. \tag{2}
$$

Outside $R$ the crystal is neutral and contains mobile electrons. In equilibrium a uniform electron density there requires a uniform potential, hence $E_r=0$. There is no surface charge at the edge, so $E_r$ is continuous and must also vanish as $r$ approaches $R$ from inside. Setting $r=R$ in (2) gives

$$
0=-\frac{e}{d}+eN\pi R^2
\quad\Longrightarrow\quad
R^2=\frac{1}{\pi Nd}=\frac{f}{\pi aN},
$$

which is (1). The permittivity has dropped out because the condition is one of charge balance. It returns in the potential.

To find the potential, replace $1/d$ in (2) by $\pi NR^2$ and divide by $2\pi\varepsilon r$:

$$
E_r=-\frac{eN}{2\varepsilon}\,\frac{R^2-r^2}{r},\qquad r<R.
$$

The field points towards the line, as it should for a negative line that is not yet fully screened. Choose $\phi=0$ in the neutral bulk. Since $E_r=-d\phi/dr$, integration from $r$ to $R$ gives $\phi(r)=\int_r^R E_r(s)\,ds$, so

$$
\begin{aligned}
\phi(r)&=-\frac{eN}{2\varepsilon}\int_r^R\left(\frac{R^2}{s}-s\right)ds\\
&=-V_0\left[\ln\frac{R}{r}-\frac12\left(1-\frac{r^2}{R^2}\right)\right],
\end{aligned} \tag{3}
$$

with

$$
V_0=\frac{eNR^2}{2\varepsilon}=\frac{e}{2\pi\varepsilon d}.
$$

The second form of $V_0$ follows from $\pi R^2N=1/d$. Doping therefore enters the potential near the line only through the logarithm of $R$.

**Size of the barrier.** Take the round model parameters $a=0.4$ nm, $f=0.1$, $N=10^{21}\ \mathrm{m^{-3}}$ and $\varepsilon_r=16$, which reproduce the opening case. Then $V_0=45.0$ mV and $R/d=70.5$. At $r=d$ the term $r^2/R^2$ is negligible, and the electron barrier is

$$
-e\phi(d)\simeq45.0\ \mathrm{meV}\times(\ln70.5-0.5)
=45.0\ \mathrm{meV}\times3.76\simeq169\ \mathrm{meV}.
$$

The logarithm diverges at $r=0$, so a continuum barrier has to be quoted at a stated distance. In (3), halving that distance would add $eV_0\ln2\simeq31$ meV.

The distance $d$ is a sensible choice because the line is really a row of separate charges. For equally spaced charges, a direct Coulomb sum opposite one of them gives a radial field 23% above the uniform-line value at $r=d/2$, 1.2% above it at $r=d$, and 0.003% above it at $r=2d$. On the scale of $R$, such a row acts as a continuous line. Equal spacing is the most favourable case, approached only when $kT$ is small against the repulsion $e^2/(4\pi\varepsilon d)=22.5$ meV between neighbours, which fails at 300 K. If the sites were filled independently, the radial field at $r=d$ would scatter along the line with a relative rms of $\tfrac12\sqrt{3\pi(1-f)/8}\approx0.5$, and the repulsion only reduces this scatter. The barrier quoted at $r=d$ is therefore an average along the line.

Superposing the Coulomb potentials of the line and the charged disk gives an independent test of (3). It reproduces the potential at the three interior radii tried and gives zero at the two exterior radii, within $10^{-4}V_0$.

## Second derivation: mobile electrons in equilibrium

Now make no assumption about an edge. Let the electrons be nondegenerate and respond to the mean potential, with all dopants ionized. Their density is

$$
n(r)=N\exp\left(\frac{e\phi(r)}{kT}\right),
$$

which tends to $N$ in the bulk and is small where $\phi$ is strongly negative. With charge density $e(N-n)$, Poisson's equation reads

$$
\frac1r\frac{d}{dr}\left(r\frac{d\phi}{dr}\right)
=-\frac{eN}{\varepsilon}\left(1-\frac nN\right). \tag{4}
$$

Close to the line, Gauss's law gives $2\pi r\varepsilon E_r\to-e/d$, so $r\,d\phi/dr\to e/(2\pi\varepsilon d)$. Far away the line is screened and $r\,d\phi/dr\to0$.

### The radius as an equivalent area

Multiply (4) by $r$ and integrate from $0$ to infinity. The left side is the difference between the two limits:

$$
0-\frac{e}{2\pi\varepsilon d}
=-\frac{eN}{\varepsilon}\int_0^\infty\left(1-\frac nN\right)r\,dr.
$$

Multiplication by $-2\pi\varepsilon/(eN)$ gives

$$
\int_0^\infty\left(1-\frac nN\right)2\pi r\,dr
=\frac1{Nd}=\pi R^2. \tag{5}
$$

The left side is the area that would be missing if all the depletion were gathered into a completely empty disk. Within this model, Read's radius is the radius of that disk at any temperature, even when the real profile is smooth.

### Why the edge becomes sharp

It remains to show that the electrons really do empty this disk when thermal energy is small. Measure length in units of $R$ and potential in units of $eNR^2/\varepsilon=2V_0$:

$$
x=\frac rR,\qquad v=\frac{\phi}{2V_0},\qquad
S^2=\frac{2eV_0}{kT}.
$$

Then $n/N=e^{S^2v}$. Dividing (4) by $eN/\varepsilon$ turns it into

$$
\frac1x(xv')'=e^{S^2v}-1, \tag{6}
$$

where a prime means $d/dx$. Near the line,

$$
xv'\to\frac{1}{2V_0}\,\frac{e}{2\pi\varepsilon d}=\frac12 .
$$

First, $v$ is nowhere positive. It tends to $-\infty$ at the line and to zero far away, so a positive value somewhere would imply a positive maximum. At a maximum $v'=0$ and $v''\le0$, so the left side of (6) would be zero or negative, while the right side would be positive. This is impossible. Hence $v\le0$ and $n\le N$.

Next, compare $v$ on $0<x<1$ with the function

$$
v_0(x)=-\frac12\left[\ln\frac1x-\frac12(1-x^2)\right].
$$

It satisfies $xv_0'=(1-x^2)/2$, so $(xv_0')'=-x$. It also has $v_0(1)=0$ and a positive slope for $x<1$, which makes it negative there. For the difference $w=v-v_0$, equation (6) gives

$$
(xw')'=x\left(e^{S^2v}-1\right)+x=xe^{S^2v}>0.
$$

Both $xv'$ and $xv_0'$ tend to $1/2$ at the line, so $xw'$ starts from zero. Since it increases, $w'>0$. Thus $w$ is largest at $x=1$, where $w(1)=v(1)\le0$. It follows that $v\le v_0$ throughout the disk, and

$$
\frac{n(x)}N\le e^{S^2v_0(x)},\qquad 0<x<1. \tag{7}
$$

For any fixed $x<1$ the right side vanishes as $S\to\infty$: the inside empties. For the outside, write (5) in the scaled variable as $\int_0^\infty(1-n/N)x\,dx=1/2$ and subtract the part from $0$ to $1$:

$$
\int_1^\infty\left(1-\frac nN\right)x\,dx
=\int_0^1\frac nN\,x\,dx\to0.
$$

The integral on the right vanishes in the limit because $n/N$ tends to zero at every fixed $x<1$ and never exceeds 1, so the shrinking region near $x=1$ where it is still appreciable contributes less and less. The integrand on the left is nonnegative, so the total depletion outside $R$ disappears. The sharp cylinder of the first derivation is therefore the large-$S$ limit of the equilibrium problem, with the same radius (1).

In physical units $2V_0v_0$ is the potential (3). The inequality $v\le v_0$ thus also says that, in this model, the thermal barrier at any point inside $R$ is at least as high as the depletion value.

### What sets the sharpness

With the Debye length $L=\sqrt{\varepsilon kT/(e^2N)}$, the definition of $S$ gives

$$
S^2=\frac{2eV_0}{kT}=\frac{e^2NR^2}{\varepsilon kT}=\frac{R^2}{L^2}
=\frac{fe^2}{\pi\varepsilon akT}. \tag{8}
$$

The doping cancels, because $R$ and $L$ both scale as $N^{-1/2}$. Going from $N=10^{20}$ to $10^{22}\ \mathrm{m^{-3}}$ at fixed $f$ reduces $R$ from 892 to 89 nm but leaves the edge equally diffuse relative to $R$. Over the range of the table below, $R^2/L^2$ from 3.5 to 104, a higher line charge, a lower permittivity or a lower temperature makes the edge narrower relative to $R$. Raising the line charge does so by enlarging $R$, while $L$ stays fixed.

Numerical solutions of (4) for the example show how slowly the sharp limit is reached. The half-density radius is where $n=N/2$, and the width is the distance between $n=0.1N$ and $n=0.9N$.

| $T$ (K) | $R^2/L^2$ | Half-density radius (nm) | Width (nm) |
|---:|---:|---:|---:|
| 300 | 3.5 | 199 | 375 |
| 100 | 10.4 | 246 | 253 |
| 30 | 34.8 | 267 | 150 |
| 10 | 104 | 275 | 90 |

At 300 K the transition is wider than $R$ itself, so a cylinder with a definite wall is a poor description. The half-density radius is 29% below $R$ at 300 K and 2.4% below it at 10 K, where the width is still about a third of $R$. Yet the equivalent-area radius computed from each profile is 282 nm, agreeing with (1) within the tested tolerance of 0.1%.

The barrier at $r=d$ is less sensitive. It is 185 meV at 300 K and 170 meV at 10 K, against 169 meV from (3). The excess lies on the side required by $v\le v_0$ and rises from 0.60 $kT$ at 300 K to 0.92 $kT$ at 10 K. Full ionization is imposed at every temperature, so the series isolates thermal smearing and does not describe dopant freeze-out.

## What each derivation assumes

Both derivations use a given $f$, a long isolated line, a linear dielectric, a smooth dopant background and no holes. They differ in how they treat the electrons.

The Gauss argument assumes complete depletion inside a sharp edge and neutrality outside. It needs full dopant ionization inside the cylinder, but no particular electron statistics. Neutrality right up to the edge, however, presumes strong screening outside, which dopant freeze-out weakens. In return it gives the field and potential in closed form, but it cannot say how sharp the edge is.

The equilibrium argument assumes Boltzmann statistics, a mean potential and full ionization everywhere. It derives the edge and supplies the condition $R\gg L$. Its area rule (5) rests on less than the rest: it uses Poisson's equation, full ionization and complete screening, but not the Boltzmann form of $n$.

**Discrete charges.** Treating the line as continuous requires $R\gg d$. The number of dopants in a slice of length $R$ is

$$
\pi R^3N=R\,(\pi R^2N)=\frac Rd,
$$

so the same condition ensures that such a slice contains many dopants. In the example it contains about 71. This does not make the background smooth on the scale of the edge. The mean donor spacing $N^{-1/3}$ is 100 nm here, larger than $L$ at 100 K and below, so the low-temperature profiles in the table show how the model with a smooth background and a mean potential behaves, not the local shape of the boundary in a real crystal.

Randomly placed donors still make the balance uneven. Suppose a slice contains $M$ line charges, and a cylinder is widened until it encloses $M$ donors. For independent random positions, the volume added between successive donors has mean $1/N$ and standard deviation $1/N$. The sum of $M$ such volumes has mean $M/N$ and standard deviation $\sqrt M/N$, a relative spread of $1/\sqrt M$. At fixed slice length the volume is proportional to the radius squared, so for large $M$ the relative spread of the radius is half as large:

$$
\frac{\delta R}{R}\simeq\frac1{2\sqrt M}.
$$

For $M=71$ this is 5.9%; counting donors in random samples gives 5.8%. For slices with 1000 line charges the mean counted radius is 283 nm, within 0.2% of (1). Both differences are sampling scatter: the exact values for independent donors are 5.9% and 282 nm. These counts test the charge balance, not the shape of the electron boundary around individual donors.

**Neighbouring dislocations.** For parallel lines, separate cylinders require a spacing greater than $2R$. There is also a limit from total charge. If $D$ lines cross unit area, they hold $D/d$ electrons per unit volume, and the net dopants can balance at most $N$. Hence

$$
D\le Nd=\frac1{\pi R^2},
$$

which is $4\times10^{12}\ \mathrm{m^{-2}}$ in the example. Above this density the assumed $f$ cannot be maintained by the dopants, and no neutral bulk remains to define an isolated radius. When the edges are diffuse, as at 300 K in the table, the depleted regions already overlap appreciably at lower densities.

**Holes.** If the barrier becomes large enough to bring the valence band near the Fermi level, holes collect around the line and contribute positive charge. Fewer ionized donors are then needed, and (1) overestimates the equivalent depleted area.

The remaining computed values are in the numerical output below.

## Computed results

```
Core-site spacing a = 0.400 nm
Filled fraction f = 0.100
Net doping N = 1.000e+21 m^-3
Relative permittivity = 16.0
Line-charge spacing d = 4.000 nm
Line charge = -4.0054e-11 C/m
Read radius R = 2.8209e-07 m = 282.09 nm
Cylinder cross-section = 2.5000e-13 m^2
R/d = 70.52
Dopants in a slice of length R = 70.52
R at N = 1e+20 m^-3: 892.06 nm
R at N = 1e+22 m^-3: 89.21 nm
Mean counted radius, 1000 charges = 282.65 nm
Charges in short random slice M = 71
Counted relative radius spread = 5.81 %
Predicted relative radius spread = 5.93 %
Potential scale e*N*R^2/(2*eps) = 44.999 mV
Potential at r/R = 0.1: -81.339 mV
Potential at r/R = 0.5: -14.316 mV
Potential at r/R = 0.8: -1.941 mV
Depletion barrier at r = d: 169.02 meV
Field excess over line at r/d = 0.5: 22.6166 %
Field excess over line at r/d = 1.0: 1.2435 %
Field excess over line at r/d = 2.0: 0.0032 %
T = 300 K: L = 151.19 nm, R^2/L^2 = 3.481
  equivalent-area radius = 282.09 nm
  half-density radius = 199.48 nm, 10-90% width = 374.64 nm
  barrier at r = d: 184.55 meV, kT = 25.852 meV
T = 100 K: L = 87.29 nm, R^2/L^2 = 10.444
  equivalent-area radius = 282.09 nm
  half-density radius = 245.98 nm, 10-90% width = 252.57 nm
  barrier at r = d: 175.57 meV, kT = 8.617 meV
T = 30 K: L = 47.81 nm, R^2/L^2 = 34.813
  equivalent-area radius = 282.09 nm
  half-density radius = 267.28 nm, 10-90% width = 149.94 nm
  barrier at r = d: 171.26 meV, kT = 2.585 meV
T = 10 K: L = 27.60 nm, R^2/L^2 = 104.438
  equivalent-area radius = 282.09 nm
  half-density radius = 275.19 nm, 10-90% width = 90.05 nm
  barrier at r = d: 169.81 meV, kT = 0.862 meV
```
